# Mean Film Thickness in a V-Groove with Diffuse Re-emission, part 2

A film grows from a vapour in a long V-shaped groove. In cross-section its two straight walls have length $L$ and meet at the apex, each at the angle $\phi$ to the symmetry axis, with $0<\phi<90^\circ$. The mouth width is $W=2L\sin\phi$, and $x$ is the distance from the apex along a wall.

Particles fly in straight lines without colliding with one another. Each hit sticks with probability $s$; otherwise the particle leaves at once by the cosine law. In the cross-section, a flight range has a probability equal to half the change of $\sin\beta$, where $\beta$ is the angle from the wall normal, positive toward the mouth. The groove shape is held fixed during the count.

A flat surface receives the flux $F_0$ per unit area and time, and the same flux crosses the mouth from above. The arrival flux at a point of the wall is $F(x)$, counting first and repeated hits; $F(x)/F_0$ is the local film thickness, normal to the wall, relative to the flat film. The average over a wall is $\langle\cdot\rangle$.

After emission from $x$ the chance of escape through the mouth is

$$v(x)=\frac12\left[1+\frac{x-L\cos2\phi}{D(x)}\right],\qquad D(x)=\sqrt{x^2+L^2-2xL\cos2\phi},$$

with $\langle v\rangle=\sin\phi$. It rises steadily from $v(0)=\sin^2\phi$ to $v(L)=(1+\sin\phi)/2$.

The closure supposes that re-emitted particles start uniformly over the walls, wherever they landed. The mean wall film relative to a flat surface is then

$$R=\frac{\sin\phi}{M},\qquad M=s+(1-s)\sin\phi ,$$

and the mean number of hits per entering particle is $R/\sin\phi$. Now a particle that does not stick leaves from the point where it landed.

The example has $\phi=35^\circ$, $W=2.00$ µm, $L=1.743$ µm, $s=0.30$ and a flat film of 100 nm. The closure gives $R=0.818$, a mean wall film of 82 nm.

**Q.** So the starting point matters. Where does a particle from $x$ land?

**A.** Let $D(x,y)=\sqrt{x^2+y^2-2xyc}$, with $c=\cos2\phi$, be the distance from $x$ to the point $y$ on the opposite wall. The probability of landing between the apex and $y$ is half the change of $\sin\beta$ from $-1$ to $(yc-x)/D$, that is $\frac12[1+(yc-x)/D]$. Its derivative with respect to $y$ is the landing density $K$. With $\partial D/\partial y=(y-xc)/D$,

$$K(x,y)=\frac12\,\frac{cD^2-(yc-x)(y-xc)}{D^3}.$$

The numerator is

$$cx^2+cy^2-2xyc^2-\left(y^2c-xyc^2-xy+x^2c\right)=xy(1-c^2),$$

and therefore

$$K(x,y)=\frac{xy\sin^22\phi}{2D(x,y)^3}.$$

It is unchanged when $x$ and $y$ are exchanged. A particle that does not escape lands somewhere, so $\int_0^LK(x,y)\,dy=1-v(x)$.

**Q.** Write the balance at a point.

**A.** Both walls see the same conditions and carry the same $F(x)$. The arrival flux is the direct flux $Q(x)$ plus what comes from the opposite wall:

$$F(x)=Q(x)+(1-s)\int_0^LK(x,y)F(y)\,dy .$$

I write this as $AF=Q$, with $A=1-(1-s)K$ and $K$ acting by the integral.

For an isotropic gas, $Q=F_0v(x)$. The incoming directions at an open surface carry the same cosine weight as diffuse emission, and here the gas arrives through the part of the view that the mouth fills. For a beam along the symmetry axis, a wall strip $dx$ catches the width $dx\sin\phi$, so $Q=F_0\sin\phi$ everywhere.

**Q.** An integral equation with that kernel will not have a neat solution. What can you say without solving it?

**A.** On which side of $R$ the true mean lies. I first need $A$ to be positive. For any function $f$, use $2|f(x)f(y)|\le f(x)^2+f(y)^2$ and the symmetry of $K$:

$$|\langle fKf\rangle|\le\langle f^2(1-v)\rangle\le\cos^2\phi\,\langle f^2\rangle ,$$

since $v\ge\sin^2\phi$. Thus $\langle fAf\rangle\ge[1-(1-s)\cos^2\phi]\langle f^2\rangle$, which is positive unless $f=0$. So $A$ has an inverse.

Let $g$ solve $Ag=1$. For any number $a$,

$$0\le\langle(g-a)A(g-a)\rangle=\langle g\rangle-2a+a^2\langle A1\rangle .$$

The first term uses $Ag=1$. The middle one uses symmetry, $\langle gA1\rangle=\langle(Ag)1\rangle=1$. In the last,

$$A1=1-(1-s)(1-v)=s+(1-s)v,\qquad\langle A1\rangle=s+(1-s)\sin\phi=M .$$

Choosing $a=1/M$ gives $\langle g\rangle\ge1/M$. Equality needs $g$ constant, hence $A1$ constant. For $s<1$ that would make $v$ constant, which it is not. So $\langle g\rangle>1/M$.

**Q.** And what has $g$ to do with the film?

**A.** For the beam $F=F_0\sin\phi\,g$, so for $0\le s<1$

$$\frac{\langle F\rangle}{F_0}=\sin\phi\,\langle g\rangle>\frac{\sin\phi}{M}=R .$$

For the gas, solve $A1=s+(1-s)v$ for $v=(A1-s)/(1-s)$ and apply the inverse of $A$ to $F_0v$. The result is $F=F_0(1-sg)/(1-s)$. For $0<s<1$,

$$\frac{\langle F\rangle}{F_0}=\frac{1-s\langle g\rangle}{1-s}<\frac{1-s/M}{1-s}=\frac{M-s}{(1-s)M}=\frac{\sin\phi}{M}=R .$$

With local re-emission the closure is thus an upper bound for the isotropic gas and a lower bound for the axial beam. For the gas it becomes exact at $s=1$, where nothing is re-emitted, and in the limit $s\to0$, where $F=F_0$ everywhere.

**Q.** I would like a picture to go with the inequalities.

**A.** Follow the first bounces, with few particles surviving each hit. The gas lands with density proportional to $v$, favouring the upper wall, where escape is easy. After one bounce its mean contribution is

$$(1-s)\langle v(1-v)\rangle=(1-s)\left[\sin\phi(1-\sin\phi)-\mathrm{Var}(v)\right],$$

where $\mathrm{Var}(v)=\langle v^2\rangle-\sin^2\phi$. The closure has the same expression without the variance, so near $s=1$ it is too high by $(1-s)\mathrm{Var}(v)$.

The beam lands uniformly, so its first bounce agrees with the closure. The particles then land with density proportional to $1-v$, deeper in the groove. The second bounce contributes

$$(1-s)^2\sin\phi\,\langle(1-v)^2\rangle=(1-s)^2\sin\phi\left[(1-\sin\phi)^2+\mathrm{Var}(v)\right],$$

so the closure is too low by $(1-s)^2\sin\phi\,\mathrm{Var}(v)$ at leading order.

For $\phi=35^\circ$ the variance is 0.0191. At $s=0.70$ the gas estimate is $0.30(0.0191)=0.0057$, and the solved equation gives $0.6577-0.6519=0.0058$. The beam estimate is $0.09(0.5736)(0.0191)=0.0010$, against $0.6591-0.6577=0.0014$. Higher powers of $1-s$ still count there.

**Q.** What happens to your 82 nm at $s=0.30$?

**A.** Solving the integral equation gives a mean ratio of 0.807 for the gas and 0.832 for the beam, around the closure value 0.818. Separate particle tracing gives $0.8068\pm0.0009$ and $0.8314\pm0.0009$. The closure is 1.3 % above the gas value and 1.7 % below the beam value, each relative to the locally solved result. For the gas the mean film is 81 nm instead of 82 nm.

**Q.** A harmless closure, then?

**A.** At this angle and sticking probability, for the mean. For $\phi=10^\circ$ and $s=0.05$ the gas gives 0.735, the closure 0.808 and the beam 1.049. The closure is then 10 % above the gas result.

**Q.** A wall film thicker than the flat one? That cannot be right.

**A.** No particle is created. The mean hit count in the beam case is $\langle F\rangle/(F_0\sin\phi)$. A ratio above 1 means that this count exceeds $1/\sin\phi$, the factor by which the wall area exceeds the mouth area. The lower bound shows that this must happen at small $s$: at $s=0$ we have $M=\sin\phi$ and $R=1$, and the beam value lies strictly above $R$. The beam puts more of its first hits deep in the groove than the gas does, and particles escape less easily from there.

**Q.** My devices fail at the thinnest spot, not at the mean. What is the film at the apex?

**A.** For the gas it can be found in closed form. Put $y=x\tau$ in the integral. The factors of $x$ cancel:

$$K(x,y)\,dy=\frac{\tau\sin^22\phi}{2(1+\tau^2-2\tau c)^{3/2}}\,d\tau,\qquad0<\tau<\frac Lx .$$

As $x\to0$ the upper limit goes to infinity. The total weight is the landing probability for $y\to\infty$, which is $\frac12(1+c)=\cos^2\phi$. At any fixed $\tau$ the point $x\tau$ moves to the apex, so the integral tends to $\cos^2\phi\,F(0)$.

This needs $F$ to have a limit at the apex. It does: $F$ is the sum over successive bounces, each term has a limit by the same argument, and the $n$th term is at most $F_0[(1-s)\cos^2\phi]^n$, so the sum converges uniformly. Then

$$F(0)=F_0\sin^2\phi+(1-s)\cos^2\phi\,F(0),$$

and since $1-(1-s)\cos^2\phi=\sin^2\phi+s\cos^2\phi$,

$$\frac{F(0)}{F_0}=\frac{\sin^2\phi}{\sin^2\phi+s\cos^2\phi}.$$

In the example this is $0.329/[0.329+0.30(0.671)]=0.620$, or 62 nm. The top of the wall receives 91 nm. The apex value is a limit at a single point, and the flux rises steeply away from it. Two wall films about 62 nm thick merge over the lowest $62/\tan35^\circ\approx89$ nm of the wall, about $0.05L$. At that height the fixed-shape flux gives 67 nm. A mean of 81 nm thus hides a film near the bottom that is thinner by about a sixth.

The apex is indeed the thinnest place for the gas. If a positive function $f$ does not rise with $x$, its integral with $K$ falls with $x$, because the range of $\tau$ shrinks and $f(x\tau)$ does not grow. Applied repeatedly, starting from $f=1$, this shows that every term after the first in $g=1+(1-s)K1+(1-s)^2KK1+\dots$ falls with $x$. So $g$ falls, and $F=F_0(1-sg)/(1-s)$ rises from the apex to the top.

**Q.** Which real process do these numbers resemble?

**A.** Low-pressure chemical vapour deposition in an etched groove. The half-angle, 0.30 Torr, 700 K and $s=0.30$ are rough typical values for one such regime. No particular precursor is modelled. Effective sticking probabilities differ widely between precursors, and can be far below 0.30. Real deposition may also involve several species, or an $s$ that changes with flux and coverage. A single constant $s$ is then the assumption that breaks. If its effective value lies between 0.20 and 0.40, the closure mean lies between 87 and 77 nm, a wider spread than the error of the closure here. A dependence of $s$ on position is not covered by that range.

Isotropic arrival is an approximation too. A surface that captures particles thins out the gas within about a mean free path above it, so fewer particles arrive at grazing angles. For a dilute precursor scattered evenly in all directions by a carrier gas, this raises the apex film of the example by about 2 nm and hardly changes the mean.

**Q.** And gas collisions? You have not earned the straight lines.

**A.** For hard spheres of diameter $d$ and number density $n=p/(k_BT)$, a moving molecule sweeps the cross-section $\pi d^2$. Its mean speed relative to the others is $\sqrt2$ times its mean speed, because the velocity difference of two independent thermal molecules has twice the variance. The mean free path is

$$\lambda=\frac{k_BT}{\sqrt2\,\pi d^2p}.$$

With $d=0.40$ nm, a rough value, $\lambda=340$ µm. A flight as long as the wall meets a collision with a chance of about $1.743/340=0.005$.

**Q.** The groove has ends, and its shape changes as it fills.

**A.** Let the groove be 200 µm long, with depth $h=1.43$ µm. Two open triangular ends have the total area $2(Wh/2)=Wh$. Compared with the mouth area this is $h$ divided by the groove length, or 0.007.

As for the shape, the top gains $91.3-62.0=29.3$ nm more than the apex. Over 1743 nm this tilts the wall by 0.017 rad, or 0.96°, and narrows the groove. At the narrower angle the closure ratio is 0.809 instead of 0.818. That applies at the end of the growth, so the effect on the whole film is smaller. This end-to-end estimate treats the wall as still straight. It ignores the rounding of the upper corners and the merging of the two wall films at the apex.

**Q.** What have you left out altogether?

**A.** Surface diffusion, among other things. If deposited material moves along the walls without crossing the upper edges, the mean is unchanged but the profile can change. Net transport across the edges changes the mean as well.

**Q.** Suppose I measure the mean wall film and use your formula to find $s$. Which way am I misled?

**A.** For an isotropic gas with local re-emission the true mean lies below $R$ at the same $s$. Since $R$ falls as $s$ rises, the formula matches the measured mean at too large an $s$. For an axial beam the error has the opposite sign, and if the measured ratio exceeds 1, no $s$ between 0 and 1 fits the formula at all. The numerical output lists both local results beside the closure for several angles and sticking probabilities, which shows where the difference matters.

## Computed results

```
half-angle: 35.0 degrees; sin(phi): 0.5736
sticking probability: 0.30
mouth width: 2.00 um; groove length: 200 um
wall length: 1.743 um; depth: 1.428 um
film on flat surface: 100.0 nm
escape probability, ray tracing: 0.5735
mean hits per entering particle, formula: 1.4255
mean hits per entering particle, ray tracing: 1.4249
closure ratio R, formula: 0.8176
closure ratio, ray tracing: 0.8171 +- 0.0009
local re-emission, gas, integral equation: 0.8072
local re-emission, gas, ray tracing: 0.8068 +- 0.0009
local re-emission, beam, integral equation: 0.8317
local re-emission, beam, ray tracing: 0.8314 +- 0.0009
shift of gas value with finer mesh: 3.2e-12
closure excess over gas value: 1.30 %
closure deficit below beam value: 1.69 %
view of mouth at apex: 0.3290
view of mouth at top of wall: 0.7868
variance of view over wall: 0.01908
mean wall film, closure: 81.8 nm
mean wall film, local gas model: 80.7 nm
film at apex, local gas model: 62.0 nm
film at top of wall, local gas model: 91.3 nm
pressure: 0.30 Torr; temperature: 700 K
collision diameter: 0.40 nm
mean free path: 340 um
wall length / mean free path: 0.0051
depth / groove length: 0.0071
wall tilt after growth: 0.96 degrees
R at the tilted half-angle: 0.8091
R for s = 0.20: 0.8706
R for s = 0.40: 0.7708
phi (degrees), s, local gas, closure R, local beam (ratios):
 10  0.05  0.7346  0.8078  1.0492
 10  0.30  0.3647  0.4119  0.4311
 10  0.70  0.2204  0.2309  0.2317
 35  0.05  0.9604  0.9642  1.0055
 35  0.30  0.8072  0.8176  0.8317
 35  0.70  0.6519  0.6577  0.6591
 60  0.05  0.9921  0.9923  0.9953
 60  0.30  0.9549  0.9556  0.9571
 60  0.70  0.9017  0.9023  0.9025
 80  0.05  0.9992  0.9992  0.9993
 80  0.30  0.9954  0.9954  0.9954
 80  0.70  0.9893  0.9893  0.9893
```
